The shifted Sternheimer equation in plane waves and its empty-state sum

**Two levels**

Take a filled state of energy ε, and a perturbation that scatters it into a space of two levels, a filled one at ε₁ and an empty one at ε₂, with ε₁ ≤ ε < ε₂. The perturbation acting on the filled state gives a vector b = (b₁, b₂). First-order perturbation theory for the state reads (H − ε)x = −b with H = diag(ε₁, ε₂), so

x₁ = −b₁/(ε₁ − ε),  x₂ = −b₂/(ε₂ − ε).

The component x₁ diverges as ε₁ → ε, and it is unwanted, because mixing two filled states leaves the density unchanged. Deleting b₁ gives x₁ = 0, but the matrix H − ε keeps its eigenvalue ε₁ − ε ≤ 0, so it is indefinite or singular, and the quadratic form that an iterative solver minimises has no minimum if ε₁ < ε and no unique one if ε₁ = ε, where x₁ is left undetermined. Adding α to level 1 alone cures this:

A = diag(ε₁ − ε + α, ε₂ − ε),  A x = −(0, b₂).

For α > ε − ε₁ both eigenvalues are positive, and x = (0, −b₂/(ε₂ − ε)) does not contain α. If b₁ is kept, x₁ = −b₁/(ε₁ − ε + α) returns and depends on α. If ε₂ ≤ ε, no α helps, since α does not touch level 2. The crystal has the same structure, but its eigenbasis is not known.

**Setting**

Hartree atomic units are used. The crystal is a spin-unpolarised insulator with cell volume Ω, a real local potential V(r) and N_v filled (valence) bands. The response is static and independent-particle: δV is the change of the total one-electron potential. At Bloch vector k the basis is B_k = {k+G : ½|k+G|² ≤ E_cut}, with G a reciprocal lattice vector, and

ψ_nk(r) = Ω^(−1/2) Σ_G c_nk(G) e^{i(k+G)·r},
H_k(G,G′) = ½|k+G|² δ_GG′ + V(G−G′),

with ψ normalised on one cell. Multiplying ψ_vk by e^{i(q+G′)·r} turns k+G into k+q+G+G′. The product lies in the sector k+q, and in that sector's basis, with k+q not folded back,

b_G′(G) = c_vk(G − G′),  k+q+G in B_{k+q}.

The cutoff sphere for k+q differs from that for k. Components outside it are dropped, so |b| ≤ 1. P_v projects on the N_v lowest eigenstates of H_{k+q}, and P_c = 1 − P_v.

**The equation for the response**

Let ρ be the projector on all filled states of one spin, with H and δV as matrices in the union of the bases. The gap keeps the number of filled states fixed, so ρ² = ρ persists, and at first order δρ = ρδρ + δρρ. Multiplying by ρ on both sides gives ρδρρ = 2ρδρρ, so ρδρρ = 0. Multiplying by 1 − ρ on both sides gives (1−ρ)δρ(1−ρ) = 0. The surviving blocks join filled to empty states, so with x_v = δρ|v⟩,

ρ x_v = 0,  δρ = Σ_v ( |x_v⟩⟨v| + |v⟩⟨x_v| ).

The condition [H, ρ] = 0 gives [H, δρ] + [δV, ρ] = 0. Applied to |v⟩, with H|v⟩ = ε_v|v⟩ and ρ|v⟩ = |v⟩, it reads Hx_v − ε_v x_v + δV|v⟩ − ρδV|v⟩ = 0. For |v⟩ = ψ_vk and the component e^{i(q+G′)·r} of δV every vector lies in the sector k+q, where ρ = P_v:

(H_{k+q} − ε_vk) x = −P_c b,  P_v x = 0.  (1)

This is the Sternheimer equation.

**First naive scheme: summing over empty states**

Expanding x in the empty eigenstates |c⟩ of H_{k+q} and projecting (1) on ⟨c| gives (ε_c − ε_vk)⟨c|x⟩ = −⟨c|b⟩, so

x = −Σ_c |c⟩⟨c|b⟩/(ε_c − ε_vk).  (2)

With N plane waves at k+q the full sum has N − N_v terms and needs a complete diagonalisation, of order N³ operations. A truncated sum is biased: ⟨b|x⟩ = −Σ_c |⟨c|b⟩|²/(ε_c − ε_vk) has no positive term, so a cut can only lower its magnitude, and the number of bands becomes a second convergence parameter. Equation (1) needs the valence states alone, since P_c = 1 − P_v. Applying H costs two fast Fourier transforms and applying P_v costs of order N_v N, so an iterative solver is the natural tool.

**Second naive scheme: conjugate gradients on (1)**

For Hermitian A and right side −P_c b, define

F[y] = y†Ay + y†P_c b + (P_c b)†y.

If Ax = −P_c b, then (y−x)†A(y−x) = y†Ay + y†P_c b + (P_c b)†y + x†Ax, and x†Ax = −x†P_c b, so

F[y] = F_min + (y−x)†A(y−x),  F_min = x†P_c b.  (3)

For positive definite A, x is the unique minimum and the excess is the squared norm ‖y−x‖²_A. If A has an eigenvector u with eigenvalue λ < 0, then F[x + tu] = F_min + λt² falls without bound.

Conjugate gradients (CG) start from x₀ = 0, r₀ = p₀ = −P_c b and iterate

a_j = r_j†r_j / p_j†Ap_j,  x_{j+1} = x_j + a_j p_j,  r_{j+1} = r_j − a_j Ap_j,
β_j = r_{j+1}†r_{j+1} / r_j†r_j,  p_{j+1} = r_{j+1} + β_j p_j,

with r_j = −P_c b − Ax_j. Suppose r₀…r_j are mutually orthogonal and p_i†Ap_l = 0 for i ≠ l up to j. Since r_i = p_i − β_{i−1}p_{i−1}, the product r_i†Ap_j is 0 for i < j and p_j†Ap_j for i = j, so r_i†r_{j+1} = r_i†r_j − a_j r_i†Ap_j = 0 in both cases. Since Ap_i = (r_i − r_{i+1})/a_i,

p_i†Ap_{j+1} = (r_i − r_{i+1})†r_{j+1}/a_i + β_j p_i†Ap_j,

which vanishes for i < j, and for i = j equals −r_{j+1}†r_{j+1}/a_j + β_j p_j†Ap_j = 0. The induction closes. Hence r_j is orthogonal to r₀…r_{j−1}, which span the Krylov space K_j = {s(A)r₀ : s a polynomial of degree below j}, and x_j lies in K_j. For z in K_j, F[x_j + z] = F[x_j] − z†r_j − r_j†z + z†Az = F[x_j] + z†Az. For positive definite A, x_j therefore minimises F on K_j, and F falls at each step because the spaces are nested.

The error of a vector in K_j is e = R(A)e₀, with R a polynomial of degree at most j and R(0) = 1: y = s(A)r₀ and r₀ = Ax give y − x = (1 − As(A))(−x). By (3), CG picks the R_j of least ‖e‖_A, so for any such R

‖e_j‖_A ≤ max over the spectrum of |R(λ)| · ‖e₀‖_A.

Take the Chebyshev polynomial T_j of (λ_max + λ_min − 2λ)/(λ_max − λ_min), which is at most 1 in size on the spectrum, divided by its value at λ = 0, T_j(z) with z = (κ+1)/(κ−1) and κ = λ_max/λ_min. With w = z + √(z²−1) = (κ+1+2√κ)/(κ−1) = (√κ+1)/(√κ−1), T_j(z) = ½(w^j + w^(−j)) ≥ ½w^j, so

‖e_j‖_A ≤ 2σ^j ‖e₀‖_A,  σ = (√κ−1)/(√κ+1).  (4)

All of this needs positive definiteness, and H_{k+q} − ε_vk does not have it in general. On the valence states its eigenvalues are ε_{v′,k+q} − ε_vk, negative whenever a filled state at k+q lies below ε_vk. At q = 0 the one with v′ = v is zero, and at small q it is q·∇ε_vk to leading order for a nondegenerate band, as long as B_k and B_{k+q} contain the same G.

In exact arithmetic plain CG never meets these eigenvalues. H commutes with P_c and r₀ is in the empty space, so K_j stays there, where the operator is positive. Two things spoil this.

The first is contamination. Let r₀ carry a small component η along a valence state with eigenvalue λ < 0, from round-off or imperfect projection. While η is too small to alter a_j and β_j, that component of r_j = R_j(A)r₀ is ηR_j(λ). Orthogonality of r_j to K_j says Σ_c |⟨c|r₀⟩|² R_j(λ_c)s(λ_c) = 0 for every s of degree below j, with λ_c = ε_c − ε_vk. If R_j changed sign fewer than j times between the least and greatest λ_c, one could choose s with roots at those points; R_j s would have one sign and the sum could not vanish before convergence. So all j roots θ_i lie in that positive interval, and

R_j(λ) = Π_i (1 − λ/θ_i) > 1 for λ < 0.

The solver amplifies the component that it should remove.

The second is preconditioning. The upper spectrum is kinetic: the highest eigenvalue of H_{k+q} lies within max|V| of the largest kinetic energy in the basis, which is close to E_cut, so λ_max and κ grow with the cutoff. One applies CG to K^(1/2)AK^(1/2), with K a positive diagonal matrix in plane waves. In the recurrence this replaces r†r by r†Kr and sets p₀ = Kr₀, p_{j+1} = Kr_{j+1} + β_j p_j. The Teter–Payne–Allan form is

K(G) = s/(s + 16t⁴),  s = 27 + 18t + 12t² + 8t³,  t = ½|k+q+G|²/T_vk,

with T_vk the kinetic energy of the band. It tends to 1 for small t and to 1/(2t) for large t. A diagonal K does not in general commute with P_v, so Kr₀ has a valence part of finite size. Since y†K^(1/2)AK^(1/2)y = (K^(1/2)y)†A(K^(1/2)y), the preconditioned matrix is positive definite if and only if A is. With the unshifted operator the curvature p†Ap can turn negative or vanish, and monotone descent and (4) are lost.

**The shifted operator**

Define

A = H_{k+q} − ε_vk + αP_v,  A x = −P_c b.  (5)

P_v is built from eigenstates of H_{k+q}, so these also diagonalise A:

A|c⟩ = (ε_c − ε_vk)|c⟩,  A|v′⟩ = (ε_v′ − ε_vk + α)|v′⟩.

Positive definiteness requires the least eigenvalue of each block to be positive, so it holds if and only if

ε_{N_v+1,k+q} > ε_vk and α > α* = ε_vk − ε_{1,k+q}.  (6)

The first condition compares k with k+q, so for all k and q it is the indirect gap that counts. If band N_v+1 overlaps band N_v in energy, as in a semimetal, the condition fails for some pairs with this fixed-N_v projector, and α cannot repair it. In a metal one can instead project on the states below the Fermi level at k+q. Every empty level then lies above every filled one, but the number of filled states depends on k and the least eigenvalue of the empty block shrinks to zero at the Fermi surface. That case is not treated here.

Let A be nonsingular. Projecting (5) on ⟨v′| gives (ε_v′ − ε_vk + α)⟨v′|x⟩ = 0, so P_v x = 0 follows from the equation, although it is solved in the whole basis. Projecting on ⟨c| gives (ε_c − ε_vk)⟨c|x⟩ = −⟨c|b⟩. The solution is (2), summed over all N − N_v empty states, for any such α. Both sides live in the same B_{k+q}, so the identity says nothing about cutoff error. It also rests on [H, P_v] = 0: with unconverged valence states the blocks couple and x depends on α.

The shift does not replace the projection. With −b on the right, the valence projection gives

x_wrong = x − Σ_v′ |v′⟩⟨v′|b⟩/(ε_v′ − ε_vk + α).  (7)

The extra term decays as 1/α, but removing it by a large α makes κ grow in proportion to α.

One α serves all systems. Let W be the spread of all valence energies at the points k and k+q. Then |ε_v′ − ε_vk| ≤ W, and α = 2W puts the valence block between W and 3W, positive if W > 0. The smallest κ, that of the empty block, is obtained while the valence block lies inside [λ_min, λ_max] of the empty one:

α* + λ_min ≤ α ≤ λ_max + ε_vk − ε_{N_v,k+q}.  (8)

The lower end is α* + λ_min = ε_{N_v+1,k+q} − ε_{1,k+q}, which is at least the gap, so if 2W is below the gap it falls under this window and a larger α is needed to reach it.

**From x to the density response**

Take δV = λe^{i(q+G′)·r} + λ*e^{−i(q+G′)·r}. Then x_vk = λx⁺_vk + λ*x⁻_vk, with x⁺ at k+q and x⁻ at k−q. With two spins and N_k mesh points,

δn(r) = (2/N_k) Σ_vk [ψ*_vk x_vk + ψ_vk x*_vk],

and the coefficient of λ is ψ*_vk x⁺_vk + ψ_vk (x⁻_vk)*. Conjugate the equation for x⁻_vk in real space. H is real, B_{k−q} maps onto B_{−k+q}, ψ*_vk is a valence state at −k with the same energy, and the source becomes e^{i(q+G′)·r}ψ*_vk. This is the equation for x⁺_{v,−k}, so ψ_vk (x⁻_vk)* = ψ*_{v,−k} x⁺_{v,−k}. On a mesh closed under k → −k the two terms have equal sums. In what follows δn means only this part proportional to λ, which is e^{iq·r} times a lattice-periodic function, so that its Fourier components can be taken over one cell. With δn(q+G) = Ω^(−1)∫_cell e^{−i(q+G)·r}δn d³r = χ⁰_GG′ λ, and ∫e^{−i(q+G)·r}ψ*x⁺ d³r = ⟨b_G|x⁺⟩,

χ⁰_GG′(q) = (4/(N_kΩ)) Σ_vk ⟨b_G|x_G′⟩.  (9)

The 4 is spin times time reversal. Inserting (2), with M_G = ⟨c,k+q|e^{i(q+G)·r}|vk⟩,

χ⁰_GG′ = −(4/(N_kΩ)) Σ_vck M*_G M_G′/(ε_{c,k+q} − ε_vk),

which is Hermitian. For any vector y, y†χ⁰y is minus a sum of |Σ_G M_G y_G|² over positive denominators, so it is never positive. The Adler–Wiser form sums over all pairs with occupations f = 0 or 1,

χ⁰_GG′ = (2/(N_kΩ)) Σ_{nn′k} (f_nk − f_{n′,k+q}) M*_G M_G′/(ε_nk − ε_{n′,k+q}),

with M_G now taken between n′ at k+q and n at k. Pairs with n filled and n′ empty give half of (9). For n empty and n′ filled, put k̃ = −k−q. The conjugate of ψ_{n′,k+q} is filled at k̃, the conjugate of ψ_nk is empty at k̃+q, and ∫ψ*_{n′,k+q}e^{i(q+G)·r}ψ_nk d³r is the M_G of that pair, with the weight −1/(ε_n − ε_n′). These pairs give the other half if k̃ is on the mesh, which needs closure under k → k+q too. With that closure δV couples mesh points only to mesh points, so (9) is the exact linear response of the density summed over the mesh; otherwise (9) is a quadrature of the zone integral.

The diagonal elements are variational. Since x_j†r_j = 0, which also holds with K, x_j†Ax_j = −x_j†P_c b and F[x_j] = ⟨P_c b|x_j⟩. By (3) this estimate lies above the converged one, with an error quadratic in x_j − x. The projector on the left matters, since a preconditioned iterate has a valence part.

**The scheme**

For each k: compute the N_v lowest states at k and at k+q; set α = 2W; for each v and G′ form b by shifting indices, and P_c b = b − U(U†b), where the columns of U are the valence states at k+q; run preconditioned CG with Ay = Hy − ε_vk y + αU(U†y); accumulate (9).

**A model crystal**

The lattice is simple cubic with a = 6 bohr, Ω = 216 bohr³ and g = 2π/a = 1.0472 bohr⁻¹. The parameters are round model values, in hartree:

V = −1.0(cos gx + cos gy + cos gz) − 0.2 cos gx cos gy cos gz + 0.1 sin g(x+2y).

The last term is odd under r → −r and makes H complex. There are N_v = 4 filled bands and E_cut = 6 Ha. The mesh has k_x/g = 0, ±⅓ and k_y/g, k_z/g = ±¼, so N_k = 12, and it is closed under k → −k and under q = (g/3, 0, 0), with |q| = 0.3491 bohr⁻¹. Seven G are kept, 0 and ±g along each axis. At one k point, the matrix H_{k+q} and the seven vectors b of the top band were tested against products on a real-space grid. All numbers are listed in the numerical output below. The gap on the mesh is 0.5646 Ha (15.36 eV) and W = 0.971711 Ha, so α = 1.943421 Ha to the rounding shown.

**One system.** Take k = g(0, ¼, ¼), the top band and G′ = 0, with 151 plane waves at k and 154 at k+q, hence 150 empty states. Here ε_vk = −0.654658 Ha, the lowest state at k+q is at −1.624332 Ha, the lowest empty one at 0.018196 Ha and the highest at 6.8409 Ha. Then

α* = −0.654658 + 1.624332 = 0.969674 Ha,
λ_min = 0.018196 + 0.654658 = 0.672854 Ha,
λ_max = 6.8409 + 0.6547 = 7.4956 Ha.

At α = 0 the valence block is −0.9697, −0.0452, −0.0311 and −0.0291 Ha, all negative and three close to zero. At α = 2W it starts at −0.969674 + 1.943421 = 0.973747 Ha and ends at 1.9143 Ha, inside the empty range as (8) asks, so κ = 7.4956/0.67285 = 11.14 and σ = (√11.14 − 1)/(√11.14 + 1) = 0.5389. Condition (6) was tested by Cholesky factorisation, which succeeds at α* + 10⁻⁶ Ha and fails at α* − 10⁻⁶ Ha. It fails at α = 100 Ha when the reference energy is put just above the lowest empty state. At q = 0 the unshifted operator was tested to be singular and the shifted one positive definite.

The source has |b| = 0.999677, below 1 through the change of sphere, and |P_c b| = 0.4415, so most of b is valence. For G′ = 0 and q → 0, b tends to ψ_vk itself and P_c b vanishes. The sum (2) gives |x| = 0.5749 Ha⁻¹ and ⟨b|x⟩ = −0.25319 Ha⁻¹. Direct solutions of (5) at α = 0, 0.4848, 1.9434 and 100 Ha differ from (2) in norm by 2.8×10⁻¹³ Ha⁻¹ at α = 0 and by 2.1×10⁻¹⁴ Ha⁻¹ or less otherwise. The first two operators are indefinite, which shows that the identity does not need a positive definite A: a nonsingular one is enough, and positivity serves the solver.

Without P_c, ⟨b|x⟩ is −0.70572 Ha⁻¹ at α = 2W and −0.46733 Ha⁻¹ at 4W. The spurious parts are −0.7057 + 0.2532 = −0.4525 and −0.4673 + 0.2532 = −0.2141 Ha⁻¹, comparable in size with the answer; the form (7) was tested at both values. The second is less than half the first because every ε_v′ − ε_vk is negative here, so the denominators in (7) more than double.

**The solver.** To a residual of 10⁻¹¹ relative to |P_c b|, plain CG takes 34 steps and the preconditioned one 30, a small gain at this κ. The bound (4) was tested at every plain step, and identity (3) and the monotone fall of F at every preconditioned step. At step 10, |x_j − x| = 1.36×10⁻⁴ Ha⁻¹ while F − F_min = 4.29×10⁻⁸ Ha⁻¹. The ratio 4.29×10⁻⁸/(1.36×10⁻⁴)² ≈ 2.3 Ha lies between λ_min and λ_max, as (3) requires.

A seed of relative size 10⁻⁸ along the lowest valence state is multiplied after 15 plain steps by a factor of magnitude 193 at α = 0 and 2.3×10⁻⁴ at α = 2W. With the preconditioner, the least curvature p†Ap/p†p met is −0.208 Ha at α = 0, the tested sign of indefiniteness. That run nevertheless converged, in 46 steps, to an error of 3.9×10⁻¹³ Ha⁻¹. The shift buys a guarantee, and with this unprojected preconditioner it saves a third of the steps in this system (30 against 46); its absence does not force a failure. It is not the only remedy: replacing K by P_cKP_c keeps the search directions in the empty space, where the unshifted operator is positive. Just above threshold, at α = 0.9707 Ha, 38 steps are needed and the curvature dips to 0.0025 Ha. At α = 100 Ha, 42 are needed. Both values lie outside the window (8). That window concerns the κ of A, while these preconditioned runs are governed by the spectrum of K^(1/2)AK^(1/2), which was not computed, so the step counts are observations only.

**The response matrix.** The 12 × 4 × 7 = 336 systems take 30.6 steps on average and 32 at most, and no component of any x differs from (2) by more than 9.6×10⁻¹³ Ha⁻¹. Equation (9), the full empty-state sum and the Adler–Wiser sum all give

χ⁰₀₀ = −6.68651×10⁻³ Ha⁻¹ bohr⁻³,

and the 7×7 matrices agree to 2×10⁻¹³ relative to the largest element. The matrix was tested to be Hermitian and negative definite. Entries for G = (0,0,±g) coincide because V, the mesh and q are unchanged by z → −z. The small imaginary parts come from the sine term: without it V(G), H, c and x are real.

Truncating at 4, 10, 20, 40 and 80 empty bands misses fractions 0.29, 1.0×10⁻², 8.6×10⁻⁴, 1.6×10⁻⁴ and 8.5×10⁻⁵ of χ⁰₀₀, each from the side of smaller magnitude. The fall is fast at first, then slows: doubling from 40 to 80 bands gains a factor of about 2.

**A check without perturbation theory.** The potential 2λ cos(q·r) fits a 3×1×1 supercell, whose Hamiltonian was diagonalised at ±λ in the union of the bases. Since 2q is not a reciprocal lattice vector, the −q part of δV does not feed δn(q+G) at first order, and [n(λ) − n(−λ)]/(2λ) = χ⁰_G0 + O(λ²), the even orders cancelling. The column of seven elements differs from (9), relative to its norm, by 3.89×10⁻⁶ at λ = 0.002 Ha and 9.73×10⁻⁷ at 0.001 Ha, a ratio of 4.000 as a λ² error demands. This confirms the factor 4/(N_kΩ), the sign and the index shift.

For the band energy per cell, the Hellmann–Feynman theorem gives dE/dλ as the integral of 2cos(q·r) n(r) over the supercell divided by its number of cells, which is Ω[n(q) + n(−q)]. At λ = 0 this vanishes, as n has the lattice period. At first order n(q) = λχ⁰₀₀ is real and n(−q) = n(q)*, so dE/dλ = 2Ωλχ⁰₀₀ and E − E₀ = Ωχ⁰₀₀λ². Here 216 × (−6.68651×10⁻³) = −1.444286 Ha⁻¹, and the supercell gives [E(λ) + E(−λ) − 2E₀]/(2λ²) = −1.444287 Ha⁻¹ at λ = 0.001 Ha. The symmetric form cancels the odd orders in λ, which are allowed here because 3q is a reciprocal lattice vector.

**Screening.** In the random-phase approximation δV = δV_ext + vδn with v_G = 4π/|q+G|², and δn = χ⁰δV, so (1 − vχ⁰)δV = δV_ext. The similarity transform with the diagonal v^(1/2) gives the Hermitian matrix ε = 1 − v^(1/2)χ⁰v^(1/2) and leaves diagonal elements of the inverse unchanged. With 4π/q² = 103.1324 Ha bohr³,

ε₀₀ = 1 + 103.1324 × 6.68651×10⁻³ = 1.690.

Write u for the column of ε below ε₀₀ and D for the G ≠ 0 block. Solving ε(y₀, y) = (1, 0) gives y = −D⁻¹u y₀ and y₀(ε₀₀ − u†D⁻¹u) = 1, so 1/[ε⁻¹]₀₀ = ε₀₀ − u†D⁻¹u. Since χ⁰ is negative, ε and D are positive definite, and local fields cannot raise the value. With seven G it is 1.464. Both numbers refer to this finite q, and neither was converged in mesh or cutoff. The number of G kept affects only the second, since ε₀₀ contains χ⁰₀₀ alone.

Table of computed values

```
a = 6.0 bohr, g = 1.047198 1/bohr, Omega = 216.0 bohr^3, Ecut = 6.0 Ha
V1, V2, V3 = 1.0, 0.2, 0.1 Ha; nv = 4; Nk = 12; |q| = 0.349066 1/bohr; nG = 7
gap on mesh = 0.564595 Ha = 15.363 eV; W = 0.971711 Ha; alpha = 2W = 1.943421 Ha
k = g(0,1/4,1/4): plane waves at k = 151, at k+q = 154
e_vk (Ha): [-1.626368 -0.688239 -0.686481 -0.654658]
e_v,k+q (Ha): [-1.624332 -0.699894 -0.685753 -0.683784]
lowest empty at k+q = 0.018196 Ha, highest = 6.840894 Ha; alpha* = 0.969674 Ha
valence block of A at alpha=0 (Ha): [-0.969674 -0.045236 -0.031096 -0.029126]
valence block of A at alpha=2W (Ha): [0.973747 1.898185 1.912325 1.914295]
spec A: min = 0.672854 Ha, max = 7.495551 Ha, kappa = 11.1399
direct solve alpha = 0.0000 Ha: |x - x_sum| = 2.8e-13 1/Ha
direct solve alpha = 0.4848 Ha: |x - x_sum| = 2.1e-14 1/Ha
direct solve alpha = 1.9434 Ha: |x - x_sum| = 8.2e-15 1/Ha
direct solve alpha = 100.0000 Ha: |x - x_sum| = 8.4e-15 1/Ha
|b| = 0.999677, |Pc b| = 0.441505, |x| = 0.574908 1/Ha, <b|x> = -0.25319187 1/Ha
no Pc on right side, alpha = 1.9434 Ha: <b|x> = -0.70571516 1/Ha
no Pc on right side, alpha = 3.8868 Ha: <b|x> = -0.46732722 1/Ha
band kinetic energy = 1.154728 Ha; rho = 0.5389; CG steps to 1e-11: plain 34, TPA 30
TPA step 1: |x_j - x| = 1.76e-01 1/Ha, F - Fmin = 4.92e-02 1/Ha
TPA step 2: |x_j - x| = 7.03e-02 1/Ha, F - Fmin = 1.01e-02 1/Ha
TPA step 5: |x_j - x| = 1.08e-02 1/Ha, F - Fmin = 1.36e-04 1/Ha
TPA step 10: |x_j - x| = 1.36e-04 1/Ha, F - Fmin = 4.29e-08 1/Ha
TPA alpha = 0.0000 Ha: steps 46, min curvature -0.2080 Ha, error 3.9e-13 1/Ha
TPA alpha = 0.9707 Ha: steps 38, min curvature 0.0025 Ha, error 4.7e-13 1/Ha
TPA alpha = 100.0000 Ha: steps 42, min curvature 1.2132 Ha, error 1.1e-12 1/Ha
valence seed 1e-8 after 15 plain steps: factor 193 (alpha=0), 0.000232 (alpha=2W)
systems solved 336, CG steps mean 30.6, max 32; max |x - x_sum| = 9.6e-13 1/Ha
chi0_00: Sternheimer -6.6865111354e-03, sum -6.6865111354e-03 1/(Ha bohr^3)
chi0_00: Adler-Wiser -6.6865111354e-03 1/(Ha bohr^3); rel. matrix differences 2.0e-13, 1.9e-13
G=(1, 0, 0): chi0_G0 = -1.01408e-02-6.21427e-05j, chi0_GG = -2.99037e-02 1/(Ha bohr^3)
G=(-1, 0, 0): chi0_G0 = 9.27407e-03-1.04769e-04j, chi0_GG = -1.92972e-02 1/(Ha bohr^3)
G=(0, 1, 0): chi0_G0 = -4.16341e-03+1.09676e-04j, chi0_GG = -2.97521e-02 1/(Ha bohr^3)
G=(0, -1, 0): chi0_G0 = -4.23047e-03+1.61881e-04j, chi0_GG = -2.99197e-02 1/(Ha bohr^3)
G=(0, 0, 1): chi0_G0 = -4.20975e-03-7.38428e-06j, chi0_GG = -2.99346e-02 1/(Ha bohr^3)
G=(0, 0, -1): chi0_G0 = -4.20975e-03-7.38428e-06j, chi0_GG = -2.99346e-02 1/(Ha bohr^3)
4 empty bands: chi0_00 = -4.776885e-03 1/(Ha bohr^3), missing fraction 2.86e-01
10 empty bands: chi0_00 = -6.617841e-03 1/(Ha bohr^3), missing fraction 1.03e-02
20 empty bands: chi0_00 = -6.680759e-03 1/(Ha bohr^3), missing fraction 8.60e-04
40 empty bands: chi0_00 = -6.685413e-03 1/(Ha bohr^3), missing fraction 1.64e-04
80 empty bands: chi0_00 = -6.685945e-03 1/(Ha bohr^3), missing fraction 8.47e-05
lam = 0.002 Ha: FD chi0_00 = -6.68654868e-03 1/(Ha bohr^3), column rel. error 3.89e-06, E2 = -1.444290 1/Ha
lam = 0.001 Ha: FD chi0_00 = -6.68652052e-03 1/(Ha bohr^3), column rel. error 9.73e-07, E2 = -1.444287 1/Ha
band energy E0 = -7.362157 Ha/cell; Omega*chi0_00 = -1.444286 1/Ha; error ratio 4.000
4 pi/q^2 = 103.1324 Ha bohr^3; eps_00 = 1.689596; 1/[eps^-1]_00 (7 G) = 1.464458
```
